# Square-root fall of transverse energy for a channelled ion under friction

## The decision

A range calculation for a channelled implant can describe the ion by two energies: the total energy $E$, and the energy $E_\perp$ of its motion across the channel. Electronic stopping lowers $E$ at every depth step. The calculation must then decide whether to leave $E_\perp$ alone or to lower it too. The choice matters because $E_\perp$ determines how close the ion comes to the channel walls.

Take a harmonic channel and a transverse energy much smaller than $E$. Let the friction be proportional to velocity, equal for both velocity components, and weak enough for many oscillations during the slowing. If random scattering is left out, the cycle average of $E_\perp$ must then fall as $\sqrt E$. An ion that has lost three quarters of its energy has then lost half of its transverse energy. Two derivations follow, then the conditions that each needs, a numerical case, and an estimate of the scattering left out.

## Model and conventions

The ion is a classical particle of mass $M$. It travels along $z$ between two atomic planes, and $x$ is its distance from the mid-plane. The planes are replaced by a smooth static potential $U(x)=\tfrac12kx^2$. The friction force is $-\gamma\mathbf v$ with constant $\gamma$, so the stopping force has magnitude $S=\gamma v$. Motion along $y$ is absent. The algebra is in atomic units. Define

$$\Gamma=\frac{\gamma}{M},\qquad \omega=\sqrt{\frac kM},\qquad E_z=\tfrac12Mv_z^2,$$
$$E_\perp=\tfrac12Mv_x^2+\tfrac12kx^2,\qquad E=E_z+E_\perp .$$

The potential energy is counted in $E_\perp$ and therefore in $E$. A subscript 0 marks the value at entry. Newton's equations, divided by $M$, are

$$\dot v_z=-\Gamma v_z,\qquad \ddot x+\Gamma\dot x+\omega^2x=0. \tag{1}$$

Since the friction is linear in velocity, neither equation contains the other coordinate.

## First derivation: solving the motion

The first equation gives

$$v_z=v_0e^{-\Gamma t},\qquad E_z=E_{z,0}\,e^{-2\Gamma t}. \tag{2}$$

For the second, put $x=e^{-\Gamma t/2}y$. Then

$$\dot x=e^{-\Gamma t/2}\left(\dot y-\tfrac12\Gamma y\right),\qquad
\ddot x=e^{-\Gamma t/2}\left(\ddot y-\Gamma\dot y+\tfrac14\Gamma^2y\right).$$

In the sum the terms in $\dot y$ cancel, and the terms in $y$ have the coefficient $\tfrac14\Gamma^2-\tfrac12\Gamma^2+\omega^2$. Hence

$$\ddot y+\Omega^2y=0,\qquad \Omega^2=\omega^2-\tfrac14\Gamma^2 .$$

For $\Gamma<2\omega$ the motion is a decaying oscillation with $\theta=\Omega t+\varphi$:

$$x=Ae^{-\Gamma t/2}\cos\theta,\qquad
v_x=-Ae^{-\Gamma t/2}\left(\Omega\sin\theta+\tfrac12\Gamma\cos\theta\right).$$

The transverse energy is $\tfrac12M(v_x^2+\omega^2x^2)$. Squaring and adding gives

$$v_x^2+\omega^2x^2=A^2e^{-\Gamma t}\left[\Omega^2\sin^2\theta+\Gamma\Omega\sin\theta\cos\theta+\left(\tfrac14\Gamma^2+\omega^2\right)\cos^2\theta\right].$$

Replace $\Omega^2$ in the first term by $\omega^2-\tfrac14\Gamma^2$. The terms in $\omega^2$ add to $\omega^2$, those in $\tfrac14\Gamma^2$ give $\cos^2\theta-\sin^2\theta=\cos2\theta$, and the bracket becomes

$$\omega^2+\tfrac14\Gamma^2\cos2\theta+\tfrac12\Gamma\Omega\sin2\theta .$$

The two oscillating terms combine into one sine of amplitude

$$\sqrt{\tfrac1{16}\Gamma^4+\tfrac14\Gamma^2\Omega^2}=\tfrac12\Gamma\sqrt{\tfrac14\Gamma^2+\Omega^2}=\tfrac12\Gamma\omega .$$

Therefore

$$E_\perp=\tfrac12MA^2\omega^2e^{-\Gamma t}\left[1+\frac{\Gamma}{2\omega}\sin(2\theta+\delta)\right],\qquad \sin\delta=\frac{\Gamma}{2\omega}. \tag{3}$$

The transverse energy decays as $e^{-\Gamma t}$ with a small ripple, because friction removes energy when the ion moves sideways and none at a turning point.

After one period $T=2\pi/\Omega$ the bracket in (3) has returned to its value, so $E_\perp$ has been multiplied by $e^{-\Gamma T}$. By (2), $E_z$ has been multiplied by $e^{-2\Gamma T}$. The same factors relate averages over successive periods. After any whole number of periods,

$$\frac{E_\perp}{E_{\perp,0}}=\sqrt{\frac{E_z}{E_{z,0}}} . \tag{4}$$

This holds for any underdamped motion. Weak friction is needed to make the ripple negligible between these instants.

To bring in the total energy, let $\epsilon=E_\perp/E$, so that $E_z=E(1-\epsilon)$. Then

$$\frac{E_\perp}{E_{\perp,0}}=\sqrt{\frac E{E_0}}\sqrt{\frac{1-\epsilon}{1-\epsilon_0}}
\simeq\sqrt{\frac E{E_0}}\left[1-\tfrac12(\epsilon-\epsilon_0)\right]. \tag{5}$$

For $E_\perp\ll E$ this is the stated law. Under it $\epsilon$ grows as $E^{-1/2}$, so the correction increases as the ion slows.

The opposite limit, $\Gamma\gg\omega$, shows that oscillation is essential. After an initial transient in which the sideways velocity dies out, the ion creeps towards the mid-plane as $e^{-\lambda t}$ with

$$\lambda=\tfrac12\Gamma-\sqrt{\tfrac14\Gamma^2-\omega^2}\simeq\frac{\omega^2}{\Gamma}.$$

Now $E_\perp\propto e^{-2\lambda t}$ while $E_z\propto e^{-2\Gamma t}$, so $E_\perp\propto E_z^{\lambda/\Gamma}$ with $\lambda/\Gamma\simeq(\omega/\Gamma)^2$. In this late stage the exponent tends to zero: nearly all the transverse energy is potential, and friction can remove it only as fast as the ion creeps. The transient lasts a few times $1/\Gamma$, as long as the slowing itself, so the entry condition matters. An ion that enters off-centre and parallel to the planes keeps nearly all of its $E_\perp$. An ion that enters at the mid-plane at an angle has kinetic $E_\perp$, which first falls like $E_z$: for $\Gamma=10\omega$ the exponent down to quarter energy is 0.997. Neither case gives one half.

## Second derivation: energy balance and the virial

This route does not solve for $x(t)$. Differentiate the two energies and use (1):

$$\dot E_\perp=v_x(M\dot v_x+kx)=-\gamma v_x^2,\qquad
\dot E_z=Mv_z\dot v_z=-\gamma v_z^2=-2\Gamma E_z. \tag{6}$$

All of $E_z$ is kinetic, so its loss rate is $2\Gamma$. For $E_\perp$ we need the cycle mean of $v_x^2$. Consider

$$\frac{d}{dt}(Mxv_x)=Mv_x^2-kx^2-\gamma xv_x .$$

Without friction, $Mxv_x$ returns to its value after a period and the left side averages to zero. With friction, the left side and the last term contribute at most a fraction of order $\Gamma/\omega$ of the energy. To leading order

$$\langle Mv_x^2\rangle=\langle kx^2\rangle .$$

These two means add up to $2\langle E_\perp\rangle$, so each equals $\langle E_\perp\rangle$. From (6),

$$\frac{d\langle E_\perp\rangle}{dt}=-\Gamma\langle E_\perp\rangle . \tag{7}$$

Dividing (7) by the equation for $E_z$ removes the time:

$$\frac{d\ln\langle E_\perp\rangle}{d\ln E_z}=\frac{-\Gamma}{-2\Gamma}=\frac12 .$$

Integration gives (4), and $E_z\simeq E$ gives the law. The neglected part of the rate is of order $\Gamma\cdot\Gamma/\omega$. Over a slowing time of order $1/\Gamma$ it adds up to a relative error of at most order $\Gamma/\omega$.

The square root now has a plain meaning. On average half of the transverse energy is potential, and friction does not act on it directly.

## What each derivation assumes

The first derivation needs a harmonic well and constant $\gamma$, since it rests on linear equations. In return it needs no weak-friction limit for (4), and it gives the size of the ripple. The second needs many oscillations during the slowing, but it can be repeated for other wells and frictions. For a friction $\gamma_x$ across the channel and $\gamma_z$ along it, either of which may depend on $x$, the same balance gives the local exponent

$$p=\frac{d\ln\langle E_\perp\rangle}{d\ln E_z}=\frac{M\langle\gamma_xv_x^2\rangle}{2\langle\gamma_z\rangle\langle E_\perp\rangle}. \tag{8}$$

Four cases show which assumptions matter.

**Drag not proportional to speed.** Suppose the drag is antiparallel to the velocity but has some other magnitude $S(v)$. Both components then share the coefficient $S(v)/v$, which at small angles varies slowly as $v_z$ falls. It cancels in (8), and $p=\tfrac12$ remains to leading order. A friction coefficient independent of speed is thus needed for the first derivation, and not for the square root itself.

**Unequal constant frictions.** In a harmonic well $p=\gamma_x/(2\gamma_z)$. A transverse friction 1.5 times the longitudinal one gives $p=0.75$.

**Anharmonic well.** With equal constant frictions, $p$ is the kinetic share of the transverse energy. Take walls that steepen as $U=(k/\kappa^2)(\cosh\kappa x-1)$, whose expansion is $\tfrac12kx^2+\tfrac1{24}k\kappa^2x^4+\dots$ The virial relation is now $\langle Mv_x^2\rangle=\langle xU'\rangle$, and to this order $xU'=2U+\tfrac1{12}k\kappa^2x^4$. Writing $K$ for the transverse kinetic energy, $\langle K\rangle=\langle U\rangle+\tfrac1{24}k\kappa^2\langle x^4\rangle$. Since $\langle K\rangle+\langle U\rangle=E_\perp$, and $\langle x^4\rangle=\tfrac38A^4$ for amplitude $A$,

$$\langle K\rangle=\tfrac12E_\perp+\tfrac1{128}k\kappa^2A^4,\qquad p\simeq\tfrac12+\tfrac1{64}\kappa^2A^2,$$

where the last step divides by $E_\perp\simeq\tfrac12kA^2$.

**Friction that grows towards the walls.** Let both coefficients be $\gamma(1+\beta x^2)$. With $x=A\sin\theta$ and $v_x=A\omega\cos\theta$, the means $\langle\cos^2\theta\rangle=\tfrac12$ and $\langle\sin^2\theta\cos^2\theta\rangle=\tfrac18$ give

$$p=\frac{\tfrac12+\tfrac18\beta A^2}{1+\tfrac12\beta A^2} .$$

This is below one half: the ion moves sideways fastest near the mid-plane, where the friction is weakest.

## Consequences along the path

Since $dv_z/dz=\dot v_z/v_z=-\Gamma$,

$$v_z=v_0\left(1-\frac zR\right),\qquad R=\frac{v_0}{\Gamma}=\frac{Mv_0^2}{\gamma v_0}=\frac{2E_{z,0}}{S_0}. \tag{9}$$

As $E_\perp\propto v_z$, the transverse energy falls linearly with depth. The amplitude follows from $E_\perp=\tfrac12kA^2$ and scales as $E^{1/4}$. The largest angle to the planes is about $\sqrt{E_\perp/E}$ and grows as $E^{-1/4}$. The wavelength $2\pi v_z/\omega$ shrinks as $E^{1/2}$. Had the calculation held $E_\perp$ fixed, the angle would grow as $E^{-1/2}$: twofold at quarter energy, instead of by a factor 1.41.

## A numerical case

Take round parameters in the regime of boron implanted along a planar channel of silicon: mass 11 u, longitudinal energy 100 000 eV, $k=100$ eV/Å$^2$ and initial stopping $S_0=15$ eV/Å. The ion enters parallel to the planes, 0.5 Å from the mid-plane. Then

$$E_{\perp,0}=\tfrac12(100)(0.5)^2=12.5\ \text{eV},\qquad R=\frac{2\times100\,000}{15}=13\,333\ \text{Å}.$$

In atomic units $\Gamma=2.40\times10^{-5}$ and $\omega=7.16\times10^{-3}$, so $\Gamma/\omega=0.0034$ and the relative ripple is 0.0017. At quarter energy the speed has halved. The ion is then at $R/2=6667$ Å (667 nm), and the law gives $E_\perp=6.25$ eV.

Equations (1) were also integrated numerically with a high-order Runge–Kutta method. At whole periods the result is:

| Period | Depth (Å) | $E$ (eV) | $E_\perp$ (eV) |
|---:|---:|---:|---:|
| 0 | 0 | 100 013 | 12.50 |
| 8 | 2069 | 71 388 | 10.56 |
| 16 | 3816 | 50 956 | 8.92 |
| 25 | 5461 | 34 871 | 7.38 |
| 33 | 6682 | 24 891 | 6.24 |

The square-root law gives the same last column to the digits shown. For cycle averages the largest relative departure is $6\times10^{-5}$. This is the correction in (5): $\epsilon$ rises from $1.25\times10^{-4}$ to about $2.5\times10^{-4}$, and half the difference is $6\times10^{-5}$.

From the first cycle to the last the largest angle grows from 0.646° to 0.905°, while the wavelength shrinks from 278 Å to 142 Å. At entry $E_\perp/\omega=64$, so the transverse motion holds many quanta and a classical treatment is reasonable.

The changes of exponent are modest here. For $\kappa=2$ Å$^{-1}$ and the same entry point, $\kappa A=1$ and the expansion gives $p\simeq0.516$ at entry; integrating the motion gives 0.511 over the whole run. For $\beta=1$ Å$^{-2}$ the formula gives 0.472 at entry, and integration gives 0.480 over the run. In both cases the exponent moves towards one half as the amplitude shrinks.

## The scattering left out

Random sideways kicks of zero mean heat the transverse motion. A kick $\delta p$ changes the kinetic energy by $p_x\delta p/M+\delta p^2/2M$, and the first term averages to zero. If the variance of $p_x$ grows at the rate $D$, (7) becomes

$$\dot E_\perp=-\Gamma E_\perp+\frac{D}{2M}. \tag{10}$$

**Thermal displacement of wall atoms.** Near the mid-plane each wall supplies half the stiffness. If the walls are shifted by $u_1$ and $u_2$, the force becomes $-kx+\tfrac12k(u_1+u_2)$. Let the shifts be independent, of rms size $u$, and renewed after each path length $d$. The extra impulse per segment is $\tfrac12k(u_1+u_2)d/v$, with variance $k^2u^2d^2/(2v^2)$. There are $v/d$ segments per unit time, so $D_n=k^2u^2d/(2v)$.

**Electrons.** A slow ion in a cold electron gas can give energy to electrons but not take it. A momentum transfer $\mathbf q$ costs the ion the energy $\mathbf q\cdot\mathbf v$, which must be positive. The number of available electronic excitations grows in proportion to this energy, so take the rate as $f(q)\,\mathbf q\cdot\mathbf v$ for $\mathbf q\cdot\mathbf v>0$. Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf v$, and $I_n=\int f q^n\,dq$. The drag and the sideways spread are

$$\gamma v=2\pi vI_4\int_0^1\mu^2d\mu=\tfrac{2\pi}3vI_4,\qquad
D_e=\pi vI_5\int_0^1(1-\mu^2)\mu\,d\mu=\tfrac\pi4vI_5 .$$

Hence $D_e=\tfrac38\gamma v\bar q$ with $\bar q=I_5/I_4$. A slow ion moves electrons from one point near the Fermi surface to another, so $\bar q$ cannot exceed $2k_F$.

Insert both into (10) and divide by $\dot v=-\Gamma v$:

$$\frac{dE_\perp}{dv}=\frac{E_\perp}{v}-\frac{3\bar q}{16}-\frac{k^2u^2d}{4\gamma v^2}.$$

With $E_\perp=vg$ the first term on the right cancels, leaving $g'=-3\bar q/(16v)-k^2u^2d/(4\gamma v^3)$. Integrating from $v_0$ to $v=sv_0$ gives

$$\frac{E_\perp}{E_{\perp,0}}=s\left[1+r_e\ln\frac1s+\frac{r_n}2\left(\frac1{s^2}-1\right)\right], \tag{11}$$
$$r_e=\frac{3\bar qv_0}{16E_{\perp,0}},\qquad r_n=\frac{k^2u^2d}{4\gamma v_0E_{\perp,0}} .$$

The factor $s=\sqrt{E_z/E_{z,0}}$ in front is the friction law. For rough room-temperature values $u=0.08$ Å and $d=5$ Å, using $\gamma v_0=S_0$,

$$r_n=\frac{100^2(0.08)^2(5)}{4(15)(12.5)}=0.43 .$$

For 0.2 valence electrons per Å$^3$, $k_F=(3\pi^2n)^{1/3}=0.957$ in atomic units, and $\bar q=2k_F$ gives the ceiling $r_e=0.47$. Since $v_0/k_F=0.63$ is not very small, this ceiling is itself an estimate.

At $s=\tfrac12$, thermal displacements alone raise $E_\perp$ from 6.25 eV to about 10 eV. Adding the electronic ceiling gives about 12 eV, almost the value at entry. Scattering can therefore cancel nearly all of the fall in this harmonic model.

For a real channel the thermal part of this estimate is low, because it uses smooth walls and their stiffness at the mid-plane. If the wall forces vary exponentially with $\kappa=2$ Å$^{-1}$, the stiffnesses of the two walls at $x$ are $\tfrac12ke^{\pm\kappa x}$, and $D_n$ is multiplied by $\cosh2\kappa x$. The mean of this factor over an oscillation of amplitude 0.5 Å is about 2.3. Thermal heating then roughly balances the friction at entry, and the mean transverse energy no longer falls: it stays near its entry value in this well, 13.6 eV, while the energy halves, and rises to about 16 eV at quarter energy. A minority of ions driven towards the walls carries this mean, while more than half of the ions still lose transverse energy.

Smooth walls also leave out close passes to single atoms. With Molière potentials for the atoms and the same $u$, the thermal heating averaged over this oscillation is roughly 15 to 35 times the harmonic estimate: 16 to 26 for displacements across the channel only and 21 to 35 when displacements within the plane are included, depending on the screening length. At the mid-plane itself the factor is 2 to 5. For an ion that swings this close to the walls, heating then outweighs the friction cooling from the start.

## Beside a real implant

The {110} planes of silicon are 1.92 Å apart, so the entry point is about halfway from the mid-plane to a wall. The stiffness and stopping are round values; Molière potentials for the atoms give a mid-plane stiffness of about 120 to 170 eV/Å$^2$, depending on the screening length. Perfectly parallel entry is a special choice: an implant can be tilted by several degrees to reduce channelling. A real crystal also breaks the assumption of no scattering. The harmonic estimate above moves 6.25 eV to between 10 and 12 eV, and walls made of single atoms move it much further, so the square-root law alone does not describe this ion in a real crystal. Lattice damage and surface layers would scatter the ion further and are not sized here.

Energy given to recoiling wall atoms matters less near the mid-plane. If the wall force varies exponentially with $\kappa=2$ Å$^{-1}$, each wall pushes with $F=k/(2\kappa)=25$ eV/Å. One atom of mass $M_w=28$ u per wall and segment takes up the energy $(Fd/v)^2/(2M_w)$. At quarter energy the two walls together take $F^2d/(M_wv^2)=0.025$ eV/Å, against 7.5 eV/Å of friction. Walls of single atoms with Molière potentials give more, 0.035 to 0.10 eV/Å at the mid-plane and 0.14 to 0.29 eV/Å averaged over a swing of 0.5 Å, which is still a few per cent of the friction at most. Friction cannot stay dominant to the very end of the path, so $R$ is a scale and not a predicted stopping depth.

For the decision at the start, the rule is conditional. A calculation with weak isotropic drag, a nearly harmonic channel and no scattering should lower $E_\perp$ as $\sqrt E$. One meant for a real crystal should apply this cooling together with heating of the kind in (10), with a strength $D$ that grows towards the walls. Using the cooling alone would make the ion appear too well channelled.
